# Choosing and Understanding Small FFT Boxes for Ultrasoft Augmentation Charges, part 1

(Sections cited here and not found follow in the second part.)

**One dimension, one atom**

Take a line of period \(L=Nh\) with grid points \(x=jh\), and a function \(f(x-R)\) that vanishes for \(|x-R|>r_c\), with \(R\) between grid points. Let \(\hat f(k)=\int f(x)e^{-ikx}dx\) and keep wave numbers \(|k|<G_c<\pi/h\). The standard plane-wave construction is
\[
F(x)=\frac1L\sum_{|G_m|<G_c}\hat f(G_m)\,e^{iG_m(x-R)},\qquad G_m=\frac{2\pi m}{L},
\]
and it needs one phase factor for each \(G_m\) of the whole cell. Let \(L_b=L/p\) with integer \(p\) dividing \(N\), and add \(p\) copies of \(F\) shifted by multiples of \(L_b\):
\[
\sum_{s=0}^{p-1}F(x+sL_b)=\frac1L\sum_m\hat f(G_m)e^{iG_m(x-R)}\sum_{s=0}^{p-1}e^{2\pi ims/p}.
\]
The geometric sum equals \(p\) when \(m=p\mu\) and zero otherwise. With \(g_\mu=2\pi\mu/L_b\) and \(p/L=1/L_b\),
\[
B(x)\equiv\frac1{L_b}\sum_{|g_\mu|<G_c}\hat f(g_\mu)e^{ig_\mu(x-R)}=\sum_{s=0}^{p-1}F(x+sL_b).
\]
The series \(B\) has about \(p\) times fewer terms than \(F\). On a window of length \(L_b\) around the atom it equals \(F\) plus whatever \(F\) holds outside the window, folded in. Start the window at a grid point \(O\), so that \(x=O+jh\) and \(x-R=jh-\tau\) with \(\tau=R-O\). Then \(B\) on the window is a small FFT of \(\hat f(g_\mu)e^{-ig_\mu\tau}/L_b\), and its values land on points of the large grid. The integer part of the atomic position is carried by the choice of \(O\), the fraction of a grid step by the phase. If \(F\) vanished outside the window the replacement would be an identity; the sharp cutoff gives \(F\) a tail, so it is an approximation. This is the moving-box scheme, and its free setting is the number of box points.

**What the setting replaces**

Hartree atomic units are used. With ultrasoft pseudopotentials the electron number density contains \(n_{\rm aug}(\mathbf r)=\sum_I\sum_{ij}\rho^I_{ij}Q_{ij}(\mathbf r-\mathbf R_I)\), where \(\rho^I_{ij}\) is the occupation matrix of atom \(I\) and the real functions \(Q_{ij}\) vanish beyond \(r_c\). The folding identity, the exact charge, the error formula (2), the containment rule and the expressions for \(D_{ij}\) and \(\mathbf F\) use only this localization and the reality of \(Q_{ij}\), so they also cover PAW compensation charges confined to a sphere. The dipole and tail estimates use in addition that the example function is even, and the cutoff dependence uses its smoothness. The cell has vectors \(\mathbf a_k\), volume \(\Omega\), \(N_k\) grid points along \(\mathbf a_k\), and volume element \(dV=\Omega/N_1N_2N_3\). For one atom write \(Q=\sum_{ij}\rho_{ij}Q_{ij}\) and \(\hat Q(\mathbf k)=\int Q\,e^{-i\mathbf k\cdot\mathbf r}d^3r\). Integrating the lattice sum of \(Q(\mathbf r-\mathbf R)\) over the cell is integrating \(Q\) over all space, and the shift \(\mathbf r\to\mathbf r+\mathbf R\) gives
\[
n(\mathbf G)=\frac1\Omega\sum_I\hat Q^I(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R_I},\qquad|\mathbf G|<G_c .
\]
This dense route is the reference for the errors quoted below unless another is named. It is itself filtered at \(G_c\). With \(n_{ij}\) channel pairs it costs \(N_{\rm at}N_Gn_{ij}\) operations, and \(N_G\approx\Omega G_c^3/6\pi^2\) (sphere volume divided by \((2\pi)^3/\Omega\)) grows as \(N_{\rm at}\) at fixed atom density, so the cost grows as \(N_{\rm at}^2\).

The box has vectors \((n_k/N_k)\mathbf a_k\) with \(n_k\le N_k\), the same grid steps as the cell, \(N_b=n_1n_2n_3\) points \(\mathbf x_j\), volume \(\Omega_b=N_b\,dV\) and reciprocal vectors \(\mathbf g\). Its origin \(\mathbf O\) is the grid point with indices \(\mathrm{round}(s_kN_k)-\lfloor n_k/2\rfloor\), where \(s_k\) are the fractional coordinates of \(\mathbf R\). Then \(\boldsymbol\tau=\mathbf R-\mathbf O\) is the box point with indices \(\lfloor n_k/2\rfloor\) plus a displacement \(\boldsymbol\delta\) of at most half a step along each \(\mathbf a_k\). The box density is
\[
n_b(\mathbf O+\mathbf x_j)=\frac1{\Omega_b}\sum_{|\mathbf g|<G_c}\hat Q(\mathbf g)\,e^{-i\mathbf g\cdot\boldsymbol\tau}\,e^{i\mathbf g\cdot\mathbf x_j},\tag{1}
\]
added to the dense array with indices taken modulo \(N_k\), and zero outside the window.

**The example system**

The numbers refer to the 2p channel of oxygen and are listed in the numerical output. The radial function \(R(r)\) comes from a spherical, spin-unpolarized, non-relativistic LDA atom (Slater exchange, VWN correlation) in an even-tempered Gaussian basis, with total energy \(-74.473\) Ha and 2p level \(-0.338\) Ha; the virial relation is tested and leaves \(-1.4\times10^{-4}\) Ha. Spin polarization, relativity and effects beyond LDA are left out, and the p–p channel alone is augmented, so this is not a full pseudopotential. The numbers below belong to this basis. A converged radial basis leaves the total energy and the 2p level unchanged to the digits shown, but moves the first two pseudo-orbital coefficients to \(1.1561\) and \(-0.5876\), the norm deficit from \(0.340558\) to \(0.340494\) e (\(q_{\rm tot}=1.36198\) e), \(\hat q_0(G_c)\) by 0.7%, the fixed-potential energy error from \(4.10\) to \(4.07\times10^{-6}\) Ha and the relative density errors by 0.2% or less. Digits of charges, energies and \(D_{ab}\) beyond the third significant figure serve to compare the two routes and are not converged properties of oxygen. Inside \(r_c=1.5\) bohr the pseudo-orbital \(\tilde R=r(1.1559-0.5874r^2+0.0894r^4)\) matches \(R,R',R''\). With \(q=R^2-\tilde R^2\) and real harmonics \(Y_a=\sqrt{3/4\pi}\,\hat r_a\), the product \(Y_aY_b=(3/4\pi)\hat r_a\hat r_b\) splits into a trace and a traceless part,
\[
Q_{ab}(\mathbf r)=\frac1{4\pi}\Big[\delta_{ab}\,q_0(r)+3q_2(r)\big(\hat r_a\hat r_b-\tfrac13\delta_{ab}\big)\Big].
\]
Here \(q_L=q\) for \(r\ge r_{\rm in}=1.0\) bohr. Inside, \(q_L\) is \(r^L\) times an even polynomial whose five coefficients match the value and three derivatives of \(q\) and conserve \(\int q\,r^{L+2}dr\). For an angular function \(T_L\) of angular momentum \(L\), the plane-wave expansion gives \(\int d\hat r\,e^{-i\mathbf k\cdot\mathbf r}T_L(\hat r)=4\pi(-i)^Lj_L(kr)T_L(\hat k)\). The \(4\pi\) cancels and \((-i)^2=-1\), so
\[
\hat Q_{ab}(\mathbf k)=\delta_{ab}\hat q_0(k)-3\hat q_2(k)\big(\hat k_a\hat k_b-\tfrac13\delta_{ab}\big),\qquad\hat q_L=\int q_L\,j_L(kr)\,r^2dr,
\]
a formula tested against three-dimensional quadrature. The occupation is \(p^4\) with the doubly filled orbital along \(\mathbf u=(1,2,2)/3\), \(\rho=1+\mathbf u\mathbf u^T\). Since \(\mathrm{Tr}\rho=4\) and \(\hat k^T\rho\hat k=1+(\mathbf u\cdot\hat k)^2\),
\[
\hat Q(\mathbf k)=4\hat q_0-3\hat q_2\big[(\mathbf u\cdot\hat k)^2-\tfrac13\big].
\]
The cell is a cube of 12 bohr with \(h=0.2\) bohr and \(G_c=14\) bohr\(^{-1}\) (\(G_c^2/2=98\) Ha). The atom is at \((6.07,5.94,6.09)\) bohr, nearest to grid index \((30,30,30)\). A 20-point box starts at index \(30-10=20\), that is at 4 bohr, so \(\boldsymbol\tau=(2.07,1.94,2.09)\) and \(\boldsymbol\delta=(0.07,-0.06,0.09)\) bohr.

**The phase, the cutoff sphere and the charge**

Dropping \(\boldsymbol\delta\) from the phase centres the cloud on \(\mathbf R-\boldsymbol\delta\). This \(Q\) is even, so its dipole about its own centre vanishes, and the dipole about \(\mathbf R\) becomes \(-q_{\rm tot}\boldsymbol\delta\) with \(q_{\rm tot}=\hat Q(0)\). Here \(q_{\rm tot}=4\times0.340558=1.36223\) e, the norm deficit of the pseudo-orbital times four electrons, so the \(x\) component is \(-1.36223\times0.07=-0.09536\) e bohr; the grid sum gives \(-0.09534\). With the phase the components are \(3\times10^{-5}\) e bohr or smaller. Against the unfiltered \(Q\) evaluated at the grid points (maximum \(0.970\) e/bohr\(^3\)), the largest error is \(8.3\times10^{-4}\) e/bohr\(^3\) with the phase, which includes the effect of the filter, and \(0.186\) without, or 0.09% and 19% of the maximum.

The FFT index of \(\mathbf g\) along direction \(k\) is \(\mathbf g\cdot\mathbf a_k\,n_k/(2\pi N_k)\). It stays below \(n_k/2\) in magnitude for the whole sphere if \(G_c|\mathbf a_k|/2\pi<N_k/2\), which is the condition the dense grid must meet anyway; in the example \(G_ch/\pi=0.89<1\). Then each \(\mathbf g\) has its partner \(-\mathbf g\), \(\hat Q(-\mathbf g)=\hat Q(\mathbf g)^*\) for real \(Q\), and (1) is real. If instead the full FFT cube is kept with even \(n_k\), the index \(-n_k/2\) has no partner. In one dimension its term is \(c(-1)^je^{i\pi\tau/h}\) with real \(c\) for even \(f\); the imaginary part is proportional to \(\sin(\pi\tau/h)\), and the real part has an amplitude \(\cos(\pi\tau/h)\) that depends on where the atom sits. The full cube produces an imaginary part of \(1.7\times10^{-4}\) e/bohr\(^3\) in the example. Leaving out the planes with index \(-n_k/2\) is enough to restore a real field; the sphere does this too and also applies the same filter as the dense route.

Under the same condition \(\sum_je^{i\mathbf g\cdot\mathbf x_j}=N_b\delta_{\mathbf g,0}\), so
\[
dV\sum_jn_b=\frac{dV\,N_b}{\Omega_b}\hat Q(0)=\hat Q(0)
\]
for any \(\boldsymbol\delta\) and any box size. The box gives \(1.36223327\) e, with a variation at rounding level as the atom crosses a grid step. A correct total charge is therefore no evidence that the box is large enough. Sampling \(Q\) directly at grid points lacks this property: on a cubic grid, Poisson summation gives \(dV\sum_jQ(\mathbf r_j-\mathbf R)=\sum_{\mathbf K}\hat Q(\mathbf K)e^{-i\mathbf K\cdot\mathbf R}\) over \(\mathbf K=2\pi\mathbf m/h\), and the terms \(\mathbf K\ne0\) make the charge vary by \(4.4\times10^{-6}\) e (peak to peak) over seven positions along the diagonal of one grid step.

**What the box computes and its energy error**

The geometric sum of the opening applies to each lattice direction separately. For a general \(n_k\), take the supercell of \(M_k=\mathrm{lcm}(n_k,N_k)\) points and let \(F\) be the dense field of one atom in it. Both the cell and the box divide this supercell, so both fields are folds of \(F\): the cell field at a point is the sum of \(F\) over indices congruent modulo \(N_k\), and the box field the sum over indices congruent modulo \(n_k\). The folds are tested for box 24, cell 60 and supercell 120, and for a triclinic cell with a half-size box; the residuals are \(2\times10^{-15}\) e/bohr\(^3\) or less.

Let \(V\) be a fixed cell-periodic potential on the grid and \(\pi\mathbf r\) the window point congruent to \(\mathbf r\) modulo \(n_k\). Inserting the folds,
\[
E_b=dV\sum_{\mathbf r\in{\rm window}}Vn_b=dV\sum_{\mathbf r\in{\rm super}}F(\mathbf r)V(\pi\mathbf r),\qquad E_d=dV\sum_{\mathbf r\in{\rm super}}F(\mathbf r)V(\mathbf r).
\]
Inside the window \(\pi\mathbf r=\mathbf r\) and the terms cancel:
\[
\Delta E=dV\sum_{\mathbf r\notin{\rm window}}F(\mathbf r)\big[V(\pi\mathbf r)-V(\mathbf r)\big],\qquad|\Delta E|\le(V_{\max}-V_{\min})\,dV\!\!\sum_{\mathbf r\notin{\rm window}}\!|F|.\tag{2}
\]
When \(n_k\) divides \(N_k\), \(F\) is the dense density itself, and this is the tested case. The box moves the outside part of \(F\) to the wrong place without losing it, so a constant \(V\) gives no error.

For \(V\) take the field of a model Gaussian charge \(+2\) e of width \(0.7\) bohr at \((7.6,7.0,7.2)\) bohr, \(2.167\) bohr from the atom, with the \(\mathbf G=0\) term omitted. The difference of the two routes and the right side of (2) both give \(4.10\times10^{-6}\) Ha. The bound is \(1.9404\times1.146\times10^{-2}=2.2\times10^{-2}\) Ha, about 5400 times the actual error, and is useless for choosing a box.

**First rule: contain the sphere**

The outside part of \(F\) has two sources: the body of \(Q\), if the window cuts it, and the tail made by the filter. The first is removed when every excluded grid point is at least \(r_c\) from the atom. Measure positions from the grid point nearest the atom on a cubic grid. For even \(n\) the window holds offsets \(-n/2,\dots,n/2-1\), the nearest excluded plane is at \(nh/2\), and the worst displacement \(\delta=+h/2\) leaves a distance \((n-1)h/2\). For odd \(n\) the excluded planes are at \(\pm(n+1)h/2\) and the worst distance is \(nh/2\). Hence
\[
n\ge 2r_c/h+1\ \ (n\text{ even}),\qquad n\ge2r_c/h\ \ (n\text{ odd}).
\]
In a skew cell \(h\) is replaced by the spacing of grid planes, \(2\pi/(|\mathbf b_k|N_k)\) with \(\mathbf b_k\) the reciprocal vectors of the cell, because rounding \(s_kN_k\) limits the component of \(\boldsymbol\delta\) normal to those planes to half that spacing. The example needs even \(n\ge2\times1.5/0.2+1=16\). The \(L^2\) norm of the density error, relative to the norm of the dense density, is \(0.11\) for \(n=10\) and \(9.2\times10^{-4}\) for \(n=16\).

The box density carries the exact total charge at any box size, its energy error in a fixed potential comes only from the part of the filtered density folded in from outside the window, and the first rule gives the box size that contains the augmentation sphere. What remains is the density error left by the cutoff, the screened coefficients and forces, the artefacts in dynamics, and the cost.
